# Apparent and True Band-Gap Narrowing in Heavily Doped Silicon

Q: In heavily doped n-type silicon the equilibrium product of electron and hole densities can exceed its value in undoped material. A smaller gap does that. Why not take the logarithm of the ratio, multiply by \(k_BT\), and call the result the shrinkage of the gap?

A: That operation defines a useful energy, but whether it equals the shrinkage has to be worked out. Let \(n_0\) and \(p_0\) be the equilibrium densities in the doped crystal and \(n_i\) the carrier density of undoped material at the same temperature. Define the apparent electrical narrowing by

\[
n_0p_0=n_i^2\,e^{\Delta E_{\rm app}/k_BT}.
\]

This refers to densities alone. The true shrinkage \(\Delta E_g\) refers to energy levels. If doping lowers the conduction edge by \(\delta_c\) and raises the valence edge by \(\delta_v\), then

\[
E_c=E_{c0}-\delta_c,\qquad E_v=E_{v0}+\delta_v,\qquad \Delta E_g=\delta_c+\delta_v .
\]

I take a uniform crystal, parabolic bands that shift rigidly, and, for now, unchanged masses. To connect the two energies we must count carriers.

Q: Silicon has six anisotropic conduction valleys. Does that not spoil any simple count?

A: No, because a rescaling removes the anisotropy. In one valley, with \(\mathbf k\) measured from its minimum,

\[
E-E_c=\frac{\hbar^2k_l^2}{2m_l}+\frac{\hbar^2k_t^2}{2m_t},
\]

where \(k_t\) is the length of the two-component transverse wavevector. With two spins and six valleys,

\[
n=12\int\frac{d^3k}{(2\pi)^3}\,f,\qquad f=\frac{1}{e^{(E-E_F)/k_BT}+1}.
\]

Put \(k_j=q_j\sqrt{2m_jk_BT}/\hbar\) along each principal axis. Then \((E-E_c)/k_BT=q^2\equiv x\), and

\[
d^3k=\sqrt{m_lm_t^2}\left(\frac{2k_BT}{\hbar^2}\right)^{3/2}d^3q,
\qquad d^3q\to4\pi q^2dq=2\pi\sqrt{x}\,dx .
\]

Define \(\eta=(E_F-E_c)/k_BT\) and the normalized Fermi integral

\[
F_{1/2}(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt{x}\,dx}{e^{x-\eta}+1}.
\]

The numerical factor in \(n\) is \(12\cdot2^{3/2}\cdot2\pi\cdot(\sqrt\pi/2)/(2\pi)^3=12/(2\pi)^{3/2}\), so

\[
n=N_cF_{1/2}(\eta),\qquad
N_c=12\sqrt{m_lm_t^2}\left(\frac{k_BT}{2\pi\hbar^2}\right)^{3/2}.
\]

For the holes I use one spherical band with density-of-states mass \(m_h\). The same count gives

\[
p=N_vF_{1/2}(\eta_h),\qquad \eta_h=\frac{E_v-E_F}{k_BT},\qquad
N_v=2\left(\frac{m_hk_BT}{2\pi\hbar^2}\right)^{3/2}.
\]

Q: The familiar product contains exponentials, not Fermi integrals. Where do they come from?

A: From low occupation. If \(\eta\) is large and negative, the 1 in the denominator is negligible, and \(\int_0^\infty\sqrt{x}\,e^{-x}dx=\sqrt\pi/2\) gives \(F_{1/2}(\eta)\to e^\eta\). In undoped silicon the Fermi level is many \(k_BT\) from both edges, so

\[
n_i^2=N_cN_v\,e^{-(E_{c0}-E_{v0})/k_BT}=N_cN_v\,e^{-E_g/k_BT}.
\]

In the doped crystal the electrons need not be dilute. The two reduced energies still obey

\[
\eta+\eta_h=-\frac{E_c-E_v}{k_BT}=-\frac{E_g-\Delta E_g}{k_BT}.
\]

Multiply and divide the product of densities by \(e^{\eta+\eta_h}\):

\[
\begin{aligned}
n_0p_0&=N_cN_v\,e^{\eta+\eta_h}\,[F_{1/2}(\eta)e^{-\eta}]\,[F_{1/2}(\eta_h)e^{-\eta_h}]\\
&=n_i^2\,e^{\Delta E_g/k_BT}\,[F_{1/2}(\eta)e^{-\eta}]\,[F_{1/2}(\eta_h)e^{-\eta_h}].
\end{aligned}
\]

The holes are the minority carriers and remain dilute, so the last bracket can be set to 1. With \(u=n_0/N_c=F_{1/2}(\eta)\), taking the logarithm and comparing with the definition gives

\[
\Delta E_{\rm app}=\Delta E_g-P,\qquad P=k_BT(\eta-\ln u).
\]

The energy \(P\) is the Fermi-statistics correction. The edge shifts enter through their sum. Dividing the same shrinkage differently between the bands changes nothing at fixed \(n_0\), nor does moving both edges together by an electrostatic potential, because \(E_F\) moves with them.

Q: You call \(P\) a correction to be subtracted. How do I know it is positive?

A: Since \(e^{x-\eta}+1>e^{x-\eta}\), the occupation satisfies \(f<e^{\eta-x}\) at every energy. Integration gives \(u<e^\eta\), hence \(\eta>\ln u\) and \(P>0\). Within this model the apparent narrowing is therefore smaller than the true shrinkage.

The penalty also grows with density. Because \(\partial f/\partial\eta=-\partial f/\partial x=f(1-f)\),

\[
\frac{dF_{1/2}}{d\eta}=\frac{2}{\sqrt\pi}\int_0^\infty\sqrt{x}\,f(1-f)\,dx
=\frac{1}{\sqrt\pi}\int_0^\infty\frac{f}{\sqrt{x}}\,dx\equiv F_{-1/2}(\eta).
\]

The second form follows by parts, since \(\sqrt{x}\,f\) vanishes at both limits. The first form, with \(f(1-f)<f\), shows that \(F_{-1/2}<F_{1/2}\). Therefore

\[
g\equiv\frac{d\eta}{d\ln u}=\frac{F_{1/2}}{F_{-1/2}}>1,\qquad
\frac{d(\eta-\ln u)}{d\ln u}=g-1>0 .
\]

Q: Then \(P\) is simply the energy to which the conduction band has been filled, \(E_F-E_c\).

A: It is that energy minus \(k_BT\ln u\), the position Boltzmann statistics would assign to the Fermi level at the same density. Exclusion limits the occupation of the low states, so the Fermi level must stand higher to hold the same \(n_0\). A higher Fermi level means fewer holes, and \(P\) measures this extra rise. It is positive even when the Fermi level lies below the conduction edge.

Q: Can the size of \(P\) be seen without solving for \(\eta\) numerically?

A: In two limits. For \(\eta<0\), expand \(f\) in powers of \(z=e^\eta\) and integrate term by term:

\[
u=z-az^2+bz^3-\cdots,\qquad a=2^{-3/2},\quad b=3^{-3/2}.
\]

Inverting order by order gives \(z=u+au^2+(2a^2-b)u^3+\cdots\). The logarithm is

\[
\eta=\ln u+au+\left(2a^2-b-\frac{a^2}{2}\right)u^2+\cdots,
\]

and, with \(a^2=1/8\),

\[
\frac{P}{k_BT}=\frac{u}{\sqrt8}+\left(\frac{3}{16}-\frac{\sqrt3}{9}\right)u^2+\cdots .
\]

At high density, the Sommerfeld expansion of the integral is

\[
\int_0^\infty\sqrt{x}\,f\,dx\simeq\frac23\eta^{3/2}+\frac{\pi^2}{6}\,\frac{1}{2\sqrt\eta}
=\frac23\eta^{3/2}\left(1+\frac{\pi^2}{8\eta^2}\right).
\]

Multiplying by \(2/\sqrt\pi\) gives \(u\). Solving to the first correction,

\[
\eta\simeq\eta_0\left(1-\frac{\pi^2}{12\eta_0^2}\right),\qquad
\eta_0=\left(\frac{3\sqrt\pi\,u}{4}\right)^{2/3}.
\]

Thus \(P/k_BT\) starts linearly in \(u\) and eventually follows \(\eta_0-\ln u\), whose leading growth is \(u^{2/3}\).

Q: I would like numbers before I accept that this matters.

A: Take round model parameters with silicon's six-valley structure: \(m_l=0.9\), \(m_t=0.2\) and \(m_h=1.0\) in electron masses, \(E_g=1.1\) eV and \(T=300\) K. They are not fitted silicon data. They give \(k_BT=25.852\) meV, \(N_c=2.857\times10^{19}\) cm\(^{-3}\), \(N_v=2.509\times10^{19}\) cm\(^{-3}\) and \(n_i=1.542\times10^{10}\) cm\(^{-3}\). Solving \(F_{1/2}(\eta)=u\) by numerical quadrature and root finding yields:

| \(n_0\) (cm\(^{-3}\)) | \(u\) | \(\eta\) | \(E_F-E_c\) (meV) | \(P\) (meV) |
|---|---:|---:|---:|---:|
| \(10^{18}\) | 0.035 | −3.340 | −86.3 | 0.32 |
| \(10^{19}\) | 0.350 | −0.927 | −24.0 | 3.18 |
| \(3\times10^{19}\) | 1.050 | 0.415 | 10.7 | 9.46 |
| \(10^{20}\) | 3.501 | 2.436 | 63.0 | 30.6 |
| \(3\times10^{20}\) | 10.501 | 5.648 | 146.0 | 85.2 |

The first row agrees with the leading low-density term, \(25.852\times0.0350/\sqrt8=0.32\) meV. In the last row \(\eta_0=5.80\), and the Sommerfeld correction lowers it to 5.66, close to the numerical 5.648. The penalty is minor at \(10^{18}\) cm\(^{-3}\), but at \(3\times10^{20}\) cm\(^{-3}\) it would cancel most of a 100 meV shrinkage. The last two rows stretch the parabolic assumption. The real silicon conduction band is nonparabolic and holds more states at these energies. With the usual form \(E(1+\alpha E)\), \(E\) measured from \(E_c\) and \(\alpha\approx0.5\) eV\(^{-1}\), \(P\) in those rows is roughly a tenth smaller. If \(\Delta E_g\) were smaller than \(P\), the apparent narrowing would be negative although the gap had shrunk.

Q: Follow one case through to the hole density.

A: Let the donor density be \(N_D=10^{20}\) cm\(^{-3}\), with all donors ionized. Neutrality reads \(n_0=N_D+p_0\), and \(p_0\) will prove negligible in it. Assume \(\delta_c=60\) meV and \(\delta_v=40\) meV. These shifts are inputs, not predictions. From the table, \(\eta=2.4356\), while \(\ln u=1.2529\), so

\[
P=25.852\,(2.4356-1.2529)\ \text{meV}=30.6\ \text{meV},
\]

\[
\Delta E_{\rm app}=100-30.6=69.4\ \text{meV}.
\]

In terms of factors, the shrinkage multiplies the product by \(e^{100/25.852}=47.85\), and statistics multiplies it by \(ue^{-\eta}=0.3065\). Together,

\[
\frac{n_0p_0}{n_i^2}=47.85\times0.3065=14.7 .
\]

Without either effect the hole density would be \(n_i^2/n_0=2.38\) cm\(^{-3}\). With both it is \(14.7\times2.38\simeq35\) cm\(^{-3}\). This is an equilibrium average in a large crystal, and it is indeed negligible beside \(10^{20}\) cm\(^{-3}\).

The neglected hole bracket can be judged too. By the low-density expansion it equals \(1-e^{\eta_h}/\sqrt8+\cdots\), and here its relative departure from 1 is about \(5\times10^{-19}\).

Q: Suppose an experiment has given me the apparent value. Can I work backwards?

A: Yes, if the rigid-band model is accepted, with \(N_c\) known and the densities of states of both bands unchanged by doping:

\[
\Delta E_g=\Delta E_{\rm app}+k_BT(\eta-\ln u).
\]

For an assumed apparent value of 60 meV at \(n_0=5\times10^{19}\) cm\(^{-3}\), the numerical penalty is 15.6 meV. The true shrinkage is then \(60+15.6=75.6\) meV. Reading 60 meV as the shrinkage would underestimate it by about 21 per cent of the true value.

Q: I could avoid the statistics by plotting \(\ln(n_0p_0/n_i^2)\) against \(1/k_BT\). Surely the slope is the true shrinkage?

A: The slope contains statistics as well, because \(N_c\) changes with temperature. Let \(\beta=1/k_BT\), and hold \(n_0\), the masses and \(\Delta E_g\) fixed. Then

\[
\ln\frac{n_0p_0}{n_i^2}=\beta\Delta E_g-(\eta-\ln u).
\]

Since \(N_c\propto\beta^{-3/2}\), we have \(u\propto\beta^{3/2}\) and \(d\ln u/d\beta=3/(2\beta)\). The chain rule gives

\[
\Delta E_{\rm slope}=\Delta E_g-(g-1)\frac{d\ln u}{d\beta}
=\Delta E_g-\frac32k_BT(g-1).
\]

For the main example \(g=2.133\), so the slope is \(100-1.5\times25.852\times1.133=56.1\) meV. It differs from the true 100 meV, and from the apparent 69.4 meV too.

Q: How can the slope differ from the apparent narrowing when both come from the same logarithm?

A: Because the apparent narrowing varies with temperature. The logarithm is \(\beta\Delta E_{\rm app}\), so

\[
\Delta E_{\rm slope}=\Delta E_{\rm app}+\beta\frac{d\Delta E_{\rm app}}{d\beta}
=\Delta E_{\rm app}-T\frac{d\Delta E_{\rm app}}{dT}.
\]

With the true shrinkage held at 100 meV, the apparent value is 66.9, 69.4, 71.4 and 73.1 meV at 250, 300, 350 and 400 K. Between 250 and 350 K it rises by about 0.045 meV per kelvin. The relation then gives \(69.4-300\times0.045\simeq56\) meV, in agreement with the slope. A temperature-dependent apparent narrowing is thus possible with no temperature dependence of the true shrinkage. If \(\Delta E_g\) itself varies, its derivative adds a further term to the slope.

Q: Heavy doping might change the masses as well as the edges. Does your separation survive?

A: It gains another term. Let primes denote the densities of states in the doped crystal. Repeating the multiplication with \(N_c'N_v'\), but dividing by the old \(n_i^2\), gives

\[
\Delta E_{\rm app}=\Delta E_g+k_BT\ln\frac{N_c'N_v'}{N_cN_v}
-k_BT(\eta'-\ln u'),
\]

where \(u'=n_0/N_c'=F_{1/2}(\eta')\). If the hole mass alone rises by 20 per cent, then \(N_v'/N_v=1.2^{3/2}\), and the apparent narrowing increases by

\[
\frac32\times25.852\times\ln1.2=7.1\ \text{meV}
\]

with no movement of either edge. An additional 7.1 meV of true shrinkage would have the same effect on the product at this temperature. One measured product cannot tell the two causes apart.

Q: Does p-type material need a separate theory?

A: It needs the bands to exchange roles. The holes now carry the degenerate factor, so \(P=k_BT(\eta_h-\ln u_h)\) with \(u_h=p_0/N_v=F_{1/2}(\eta_h)\). For \(10^{20}\) cm\(^{-3}\) ionized acceptors and the same 100 meV shrinkage, the apparent value is 65.4 meV, against 69.4 meV in the n-type case. In this model \(N_v<N_c\), so the same carrier density gives a larger \(u\) and a larger penalty. The comparison reflects the chosen masses and equal assumed shifts; it does not predict which type of real silicon narrows more.

Q: Real heavily doped crystals have disorder, and their band edges may acquire tails. What is left of the true gap then?

A: The definition of \(\Delta E_{\rm app}\) survives once it is stated which states count as carriers, those in the tails included or not. It needs the equilibrium densities and \(n_i\), not an edge. The formula for \(P\) does not survive unchanged: \(N_cF_{1/2}(\eta)\) must be replaced by an integral over the actual density of states. The hole factor \(N_ve^{\eta_h}\) needs the same replacement if the valence band has a tail, even though the holes are dilute. With a tail, one must also say which energy is to be called the edge. Moving that reference energy transfers part of \(\Delta E_{\rm app}\) between "shrinkage" and "statistics" while leaving \(n_0p_0\) unchanged. A quoted true shrinkage then needs its edge convention and its density-of-states model beside it.

Numbers in the example were calculated in double precision.
